# Core levels and core admixtures in the Phillips-Kleinman equation

A valence orbital of an atom is orthogonal to the core orbitals. When the core contains orbitals of the same angular momentum, this orthogonality forces radial nodes, and the valence orbital oscillates near the nucleus. Orthogonality to core orbitals of other angular momentum is already ensured by the angular parts and forces no radial nodes. The Phillips-Kleinman construction exchanges the valence orbital for a pseudo-orbital that need not be orthogonal to the core. The problem below asks what the construction does to the core levels, and how far it determines the pseudo-orbital.

**Setting.** Let \(H=T+V\) be a fixed, self-adjoint one-electron Hamiltonian, with \(T\) the kinetic energy. In a mean-field calculation, "fixed" means that the converged potential is not changed afterwards. A finite set of orthonormal bound eigenstates is called the core:
\[
H|c\rangle=E_c|c\rangle ,\qquad \langle c|c'\rangle=\delta_{cc'} .
\]
A normalized valence eigenstate obeys \(H|v\rangle=E_v|v\rangle\) and \(\langle c|v\rangle=0\). Its level \(E_v\) is taken to be nondegenerate and different from every \(E_c\). Spin is left out of all counts of states. The projectors on the core and on its orthogonal complement are
\[
P=\sum_c|c\rangle\langle c|,\qquad Q=1-P .
\]

## (a) An equation for a mixed orbital

**Question.** Add core orbitals to the valence orbital, with any coefficients \(a_c\):
\[
|\phi\rangle=|v\rangle+\sum_c a_c|c\rangle .
\]
Which operator must be added to \(H\) so that \(|\phi\rangle\) is an eigenstate with the valence energy \(E_v\)? The operator may not contain the coefficients \(a_c\).

**Solution.** Each term of \(|\phi\rangle\) is an eigenstate of \(H\), so
\[
H|\phi\rangle=E_v|v\rangle+\sum_c a_cE_c|c\rangle .
\]
Insert \(|v\rangle=|\phi\rangle-\sum_c a_c|c\rangle\) in the first term:
\[
H|\phi\rangle=E_v|\phi\rangle-\sum_c(E_v-E_c)\,a_c|c\rangle .
\]
The coefficients can be removed, because orthonormality gives
\[
\langle c|\phi\rangle=\langle c|v\rangle+\sum_{c'}a_{c'}\langle c|c'\rangle=a_c .
\]
Moving the sum to the left-hand side yields
\[
\Big[H+\sum_c(E_v-E_c)|c\rangle\langle c|\Big]|\phi\rangle=E_v|\phi\rangle .
\]
The added operator is the Phillips-Kleinman operator at energy \(E_v\). No condition on the \(a_c\) was used, so the equation holds for every choice of them. It remains to be seen whether it has other solutions, and what happens at other energies.

## (b) The core levels

**Question.** For any real number \(E\), define
\[
V_{\rm PK}(E)=\sum_c(E-E_c)|c\rangle\langle c|,\qquad
H_{\rm PK}(E)=H+V_{\rm PK}(E).
\]
Where do the core levels of \(H\) go? What happens to the rest of the spectrum?

**Solution.** The energies \(E\) and \(E_c\) are real and the sum is finite, so \(V_{\rm PK}\) is a bounded Hermitian operator. Adding it leaves \(H_{\rm PK}\) self-adjoint on the domain of \(H\). Acting on a core state,
\[
H_{\rm PK}(E)|c\rangle
=E_c|c\rangle+\sum_{c'}(E-E_{c'})|c'\rangle\langle c'|c\rangle
=E_c|c\rangle+(E-E_c)|c\rangle
=E|c\rangle .
\]
Every core level is moved to \(E\), whatever its original energy. The move is upward if \(E>E_c\). This is the case for all core levels when \(E\) is a valence energy above them, and \(V_{\rm PK}\) is then a repulsive operator: its expectation value is nowhere negative.

For the rest of the spectrum, note that \(H\) does not connect the core space with its complement, because the core states are eigenstates. Therefore
\[
H=\sum_cE_c|c\rangle\langle c|+QHQ .
\]
Adding \(V_{\rm PK}(E)\) cancels each \(E_c\) in the first sum and puts \(E\) in its place:
\[
H_{\rm PK}(E)=E\,P+QHQ .
\]
On states orthogonal to the core, \(H_{\rm PK}\) acts as \(H\) does. All valence and continuum energies are unchanged.

The result needs exact core eigenstates of the same \(H\). Suppose that orthonormal approximations \(|\tilde c\rangle\) with assigned energies \(\tilde E_c\) are used instead. The same calculation gives
\[
H_{\rm PK}(E)|\tilde c\rangle=E|\tilde c\rangle+(H-\tilde E_c)|\tilde c\rangle ,
\]
and the last term vanishes only if \(|\tilde c\rangle\) is an eigenstate of \(H\) with energy \(\tilde E_c\). Core orbitals carried over from one environment to another in general leave such a remainder.

## (c) All solutions of the pseudo-equation

**Question.** Find every normalizable solution of \(H_{\rm PK}(E)|\phi\rangle=\lambda|\phi\rangle\). For which operator energies \(E\) may core orbitals be mixed into the valence orbital?

**Solution.** Write \(|\phi\rangle=P|\phi\rangle+Q|\phi\rangle\) and use the form found in (b):
\[
E\,P|\phi\rangle+HQ|\phi\rangle=\lambda P|\phi\rangle+\lambda Q|\phi\rangle .
\]
The vector \(HQ|\phi\rangle\) has no core part, since \(\langle c|HQ|\phi\rangle=E_c\langle c|Q|\phi\rangle=0\). The core part and the remainder must therefore balance separately:
\[
(E-\lambda)P|\phi\rangle=0,\qquad (H-\lambda)Q|\phi\rangle=0 .
\]
There are two cases.

*Case \(\lambda\neq E\).* The first equation forces \(P|\phi\rangle=0\). The solution is an eigenstate of \(H\) orthogonal to the core. In particular, if \(E\neq E_v\), the solution at \(\lambda=E_v\) is \(|v\rangle\) itself, up to a constant factor, with no core admixture.

*Case \(\lambda=E\).* The first equation is satisfied by any core part. The second requires \(Q|\phi\rangle\) to be zero or an eigenstate of \(H\) at energy \(E\). If \(E=E_v\), the full solution is
\[
|\phi\rangle=\alpha|v\rangle+\sum_c b_c|c\rangle
\]
with arbitrary constants. A pseudo-orbital must contain the valence state, so \(\alpha\neq0\). Dividing by \(\alpha\) and setting \(a_c=b_c/\alpha\) returns the family of part (a), which is now seen to be complete.

The two properties of the operator thus have different ranges of validity. The core levels go to \(E\) for every real \(E\). The pseudo-orbital is undetermined up to core admixtures if \(E=E_v\), where the moved core levels coincide with the valence level. The freedom is the usual freedom of choosing a vector in a degenerate eigenspace. If \(E_v\) is itself degenerate, \(|v\rangle\) is replaced by any vector of its valence eigenspace.

## (d) Finding a valence level, and missing it

**Question.** One might search for valence energies by looking for values of \(E\) at which \(H_{\rm PK}(E)|\phi\rangle=E|\phi\rangle\) has a solution. Why does this fail, and what should be looked for instead? If \(E\neq E_v\), how far is a mixed orbital from being an eigenstate?

**Solution.** By part (b), the core states solve the equation at every \(E\), so the existence of a solution carries no information. With \(N_c\) core states, the eigenspace at \(E\) has dimension \(N_c\) if \(H\) has no eigenstate at \(E\) outside the core. The dimension rises to \(N_c+1\) when \(E\) meets a nondegenerate valence level. The valence level is recognized by this rise, or by a solution with \(Q|\phi\rangle\neq0\).

For the second question, let \(|\phi\rangle\) be normalized, with core weight \(p=\langle\phi|P|\phi\rangle\). Up to phases that can be absorbed in the states,
\[
|\phi\rangle=\sqrt{1-p}\,|v\rangle+\sqrt p\,|\chi\rangle ,
\]
where \(|\chi\rangle\) is a normalized core combination. Both parts are eigenstates of \(H_{\rm PK}(E)\), with energies \(E_v\) and \(E\). The variance of the energy is
\[
\sigma^2=(1-p)E_v^2+pE^2-\big[(1-p)E_v+pE\big]^2 .
\]
In the expanded square, the coefficient of \(E_v^2\) is \((1-p)-(1-p)^2=p(1-p)\). That of \(E^2\) is \(p-p^2=p(1-p)\), and that of \(EE_v\) is \(-2p(1-p)\). Hence
\[
\sigma=|E-E_v|\sqrt{p(1-p)} .
\]
An eigenstate has \(\sigma=0\). For \(0<p<1\) this requires \(E=E_v\), in agreement with (c). For a slightly wrong operator energy the spread is small, in proportion to the error \(|E-E_v|\).

## (e) What the admixture changes

**Question.** Take \(E=E_v\) and an arbitrary member \(|\phi\rangle=|v\rangle+\sum_ca_c|c\rangle\) of the family. Which properties do not depend on the \(a_c\), and which do? Consider the valence orbital contained in \(|\phi\rangle\), the mean values of \(H_{\rm PK}\) and \(H\), and the density outside the core.

**Solution.** Projection removes the core part, \(Q|\phi\rangle=|v\rangle\), so the true valence orbital can be recovered from every pseudo-orbital. The squared norm is
\[
N=\langle\phi|\phi\rangle=1+\sum_c|a_c|^2 .
\]
Since \(|\phi\rangle\) is an eigenstate of \(H_{\rm PK}(E_v)\), the mean value of that operator is \(E_v\) for all \(a_c\). The mean value of \(H\) is different, because there the core components enter with their original energies:
\[
\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}
=\frac{E_v+\sum_c|a_c|^2E_c}{N} .
\]

At distances where all core orbitals are negligible compared with \(v\), the function \(\phi(\mathbf r)\) equals \(v(\mathbf r)\). The normalized pseudo-orbital is \(\phi/\sqrt N\), and its density there is
\[
\frac{|\phi(\mathbf r)|^2}{N}\simeq\frac{|v(\mathbf r)|^2}{N} .
\]
The shape is right, but the density is too small by the factor \(1/N\). The total charge is one, so the missing charge sits in the core region. A norm-conserving pseudo-orbital has to agree with the normalized valence orbital outside a chosen radius, in magnitude as well as in shape. A normalized Phillips-Kleinman orbital with a nonzero admixture does not.

## (f) Selecting one pseudo-orbital

**Question.** The eigenvalue equation at \(E_v\) cannot fix the \(a_c\), so a further condition is needed. Require the smallest mean kinetic energy. Which equation determines the coefficients? Take the orbitals to be real.

**Solution.** Let \(|i\rangle\) run over the core states and \(|v\rangle\), and write \(|\phi\rangle=\sum_ib_i|i\rangle\) with real \(b_i\). With \(T_{ij}=\langle i|T|j\rangle\), the quantity to be minimized is
\[
t=\frac{\sum_{ij}b_iT_{ij}b_j}{\sum_ib_i^2} .
\]
Because \(T_{ij}\) is symmetric, the derivative is
\[
\frac{\partial t}{\partial b_i}
=\frac{2}{\sum_kb_k^2}\Big(\sum_jT_{ij}b_j-t\,b_i\Big)=0 .
\]
This is the eigenvalue problem of a small matrix, and the minimum is its lowest eigenvalue. If that eigenvalue is nondegenerate and its eigenvector has \(b_v\neq0\), then \(a_c=b_c/b_v\) is unique.

The condition also has a meaning for the potential. The mean value of \(T+V+V_{\rm PK}\) is \(E_v\) throughout the family, so
\[
\langle V+V_{\rm PK}\rangle=E_v-\langle T\rangle .
\]
For a potential that vanishes at infinity, as in an atom, \(E_v\) is negative for a bound state. Since \(\langle T\rangle\) is positive, the smallest kinetic energy then goes with the weakest mean attraction.

## (g) The 4s orbital of titanium

**Question.** Apply the results to the 4s level of a free Ti atom. How large are the level shifts, how many states meet at the 4s energy, and how different can the pseudo-orbitals be?

**Solution.** The Hamiltonian comes from a spherical, nonrelativistic, spin-unpolarized local-density calculation with exchange only, in the configuration \(3d^24s^2\). Correlation, relativity, spin polarization and multiplet structure are left out, so the energies are those of this model. The core is 1s, 2s, 2p, 3s and 3p. Energies are in hartree (Ha).

The valence level is \(E_{4s}=-0.1352\) Ha, or \(-3.68\) eV. With \(E=E_{4s}\), the shifts \(E_{4s}-E_c\) are:

| core level | \(E_c\) (Ha) | shift (Ha) |
|---|---:|---:|
| 1s | −177.194 | 177.059 |
| 2s | −19.398 | 19.263 |
| 2p | −16.224 | 16.089 |
| 3s | −2.211 | 2.076 |
| 3p | −1.376 | 1.241 |

Diagonalizing \(H_{\rm PK}(E_{4s})\) for \(l=0\) gives four levels at \(-0.1352\) Ha: three moved core levels and 4s. The p channel contributes two radial states, each with three orientations. The s and p channels together give \(4+3\times2=10\) spatial states, which are nine core orbitals and 4s. Without a restriction on symmetry, p core orbitals may therefore be mixed in as well. Fixing \(l=0\) leaves the three s admixtures.

With the operator energy at \(-0.5\) Ha instead, three s levels lie at \(-0.5\) Ha and 4s stays at \(-0.1352\) Ha. Its core weight is zero to numerical accuracy, as (c) requires.

Now return to \(E=E_{4s}\) and compare three members of the s family. The radial functions are taken positive near the nucleus, which fixes the signs of the coefficients \((a_{1s},a_{2s},a_{3s})\).

- 4s itself: \((0,\,0,\,0)\).
- Round coefficients: \((0.1,\,-0.2,\,0.3)\).
- Smallest kinetic energy: \((-0.0114,\,0.0899,\,-0.4286)\).

| | 4s | round | smallest \(\langle T\rangle\) |
|---|---:|---:|---:|
| \(N\) | 1 | 1.140 | 1.192 |
| \(\langle H_{\rm PK}\rangle\) (Ha) | −0.135 | −0.135 | −0.135 |
| \(\langle H\rangle\) (Ha) | −0.135 | −2.528 | −0.605 |
| \(\langle T\rangle\) (Ha) | 0.818 | 2.936 | 0.089 |
| radial nodes | 3 | 1 | 0 |

Nodes are counted where the radial function exceeds \(10^{-4}\) of its maximum magnitude.

For the round coefficients the formulas of (e) can be followed by hand. The norm is \(N=1+0.01+0.04+0.09=1.14\), and
\[
\langle H\rangle=\frac{-0.1352-0.01(177.194)-0.04(19.398)-0.09(2.211)}{1.14}
=-2.528\ \text{Ha}.
\]
The core weight is \(p=0.14/1.14=0.1228\). Used with the operator at \(-0.5\) Ha, this orbital would have the energy spread
\[
\sigma=|-0.5+0.1352|\sqrt{0.1228\times0.8772}=0.120\ \text{Ha},
\]
so it is not an eigenstate there.

All three orbitals have the same pseudo-energy, yet their kinetic energies differ by a factor of about 33 between the extremes. The freedom includes rough orbitals as well as smooth ones: the round mixture has fewer nodes than 4s but more kinetic energy.

For the smoothest orbital, in the sense of least kinetic energy, the mean potentials follow from the table:
\[
\langle V\rangle=\langle H\rangle-\langle T\rangle=-0.605-0.089=-0.694\ \text{Ha},
\]
\[
\langle V_{\rm PK}\rangle=\langle H_{\rm PK}\rangle-\langle H\rangle=-0.135+0.605=0.470\ \text{Ha}.
\]
The repulsion cancels about two thirds of the attraction and leaves \(-0.224\) Ha. For 4s itself \(\langle V_{\rm PK}\rangle=0\), and the mean attraction is \(-0.1352-0.8184=-0.954\) Ha.

The price of this smoothness is the density outside the core. At \(r=9.91\) bohr, the normalized smoothest orbital has 0.839 times the density of 4s, in agreement with \(1/N=1/1.192\). Where the core orbitals are negligible, its density is too small by 16 percent relative to 4s. For Ti, the numerical check checks the positions and multiplicities of the levels, the eigenvalue equation for the three orbitals, the formulas for \(\langle H\rangle\), \(\sigma\) and the outer density, and the minimum of the kinetic energy. A separate case, with analytic hydrogenic 1s and 2s functions as the core, checks the positions of the lowest levels of \(H_{\rm PK}\) at two operator energies.

## Values computed for the example and the checks

```
Ti atom, exchange-only LDA, 3d2 4s2, nonrelativistic
Nuclear charge: 22; box radius: 40.0 bohr
Polynomial degree: 100; SCF iterations: 53
Virial residual 2T+V: 3.0e-08 Ha
Hydrogenic test, largest level error: 5.7e-12 Ha
E_1s = -177.19447 Ha; PK shift = 177.05930 Ha
E_2s = -19.39841 Ha; PK shift = 19.26324 Ha
E_3s = -2.21070 Ha; PK shift = 2.07553 Ha
E_2p = -16.22420 Ha; PK shift = 16.08903 Ha
E_3p = -1.37630 Ha; PK shift = 1.24114 Ha
E_4s = -0.13517 Ha = -3.6781 eV
Lowest five s levels of H_PK(E_4s), Ha: -0.13517 -0.13517 -0.13517 -0.13517 0.00126
Multiplicity at E_4s, s channel: 4
Multiplicity at E_4s, p radial channel: 2
Spatial multiplicity, s plus three p: 10
Other operator energy: -0.50000 Ha
Lowest five s levels there, Ha: -0.50000 -0.50000 -0.50000 -0.13517 0.00126
Core weight of valence state there: 1.5e-25
Orbital signs: all u(r) positive near the nucleus
[4s] a_1s, a_2s, a_3s = 0.00000, 0.00000, 0.00000
  norm squared before scaling = 1.00000; core weight = 0.00000
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -0.13517 Ha
  <T> = 0.81842 Ha; radial nodes = 3
  energy spread at other operator energy = 0.00000 Ha
  density ratio to 4s at r = 9.910 bohr: 1.00000
[round] a_1s, a_2s, a_3s = 0.10000, -0.20000, 0.30000
  norm squared before scaling = 1.14000; core weight = 0.12281
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -2.52808 Ha
  <T> = 2.93609 Ha; radial nodes = 1
  energy spread at other operator energy = 0.11974 Ha
  density ratio to 4s at r = 9.910 bohr: 0.87719
[smooth] a_1s, a_2s, a_3s = -0.01135, 0.08993, -0.42864
  norm squared before scaling = 1.19195; core weight = 0.16104
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -0.60494 Ha
  <T> = 0.08912 Ha; radial nodes = 0
  energy spread at other operator energy = 0.13410 Ha
  density ratio to 4s at r = 9.910 bohr: 0.83896
```
